# How Many Electrons in Silicon Can Emit a 62 meV Phonon?: verification in Python

```python
"""Fraction of nondegenerate electrons able to emit a phonon in silicon.

Result under test, for a three-dimensional parabolic valley:
    F(x) = erfc(sqrt(x)) + (2/sqrt(pi)) sqrt(x) exp(-x),  x = hw/(kB T)
hw: phonon energy; T: temperature; F: fraction with kinetic energy >= hw.
For hw = 62 meV and T = 300 K the claim is F = about 19 percent.
Energies are in meV and wavevectors in 1/nm unless a name says otherwise.
Material parameters are rough typical values for silicon.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc, expit

KB = const.k / const.e * 1e3                      # meV/K
HB2_2M0 = const.hbar**2 / (2 * const.m_e) / const.e * 1e3 * 1e18  # meV nm^2

T = 300.0
HW = 62.0
M_LONG, M_TRANS, VALLEYS = 0.92, 0.19, 6
ALPHA = 0.5e-3                                   # 1/meV
M_COND = 0.26
MOBILITY = 1400.0                                # cm2/Vs
TAU_ENERGY = 0.3e-12                             # s
FIELD = 1.0                                      # kV/cm

kT = KB * T
x = HW / kT


def formula(y):
    """Closed form for the fraction above the reduced threshold y."""
    return erfc(np.sqrt(y)) + 2 / np.sqrt(np.pi) * np.sqrt(y) * np.exp(-y)


def integrate(function, low, high):
    return quad(function, low, high, epsabs=0, epsrel=1e-10, limit=200)[0]


def numerical_fraction(threshold, temperature, dos):
    """Boltzmann fraction above threshold for any density of states.

    The substitution E = kB*T*u^2 removes the square-root endpoint.
    """
    thermal = KB * temperature

    def weight(u):
        return 2 * u * dos(thermal * u * u) * np.exp(-u * u)
    start = np.sqrt(threshold / thermal)
    return integrate(weight, start, 10.0) / integrate(weight, 0.0, 10.0)


# Direct state count in k space for an ellipsoidal valley
nodes, weights = np.polynomial.legendre.leggauss(40)
count_all = count_above = 0.0
for mu, w in zip(nodes, weights):
    curvature = HB2_2M0 * (mu**2 / M_LONG + (1 - mu**2) / M_TRANS)

    def occupied(k, c=curvature):
        return k**2 * np.exp(-c * k**2 / kT)
    k_top = 9 * np.sqrt(kT / curvature)
    k_threshold = np.sqrt(HW / curvature)
    count_all += w * integrate(occupied, 0.0, k_top)
    count_above += w * integrate(occupied, k_threshold, k_top)
F_k_space = count_above / count_all
F = formula(x)
assert abs(F_k_space - F) < 1e-8
assert round(100 * F_k_space) == 19

# Effective density of states: k-space count against the closed form
Nc_count = 2 * VALLEYS * 2 * np.pi * count_all / (2 * np.pi)**3 * 1e21
m_dos = (M_LONG * M_TRANS**2)**(1 / 3)
Nc = 2 * VALLEYS * (m_dos * const.m_e * const.k * T
                    / (2 * np.pi * const.hbar**2))**1.5 * 1e-6
assert abs(Nc_count / Nc - 1) < 1e-7

# Mean kinetic energy from the energy distribution
mean_energy = kT * (integrate(lambda u: u**4 * np.exp(-u*u), 0, 10)
                    / integrate(lambda u: u**2 * np.exp(-u*u), 0, 10))
assert abs(mean_energy / (1.5 * kT) - 1) < 1e-8

# Hand bracket, compared with the direct state count
A = 2 / np.sqrt(np.pi) * np.sqrt(x) * np.exp(-x)
upper = A * (1 + 1 / (2 * x))
lower = A * (1 + 1 / (2 * x) - 1 / (4 * x**2))
assert lower < F_k_space < upper

# Two-dimensional subband: constant density of states
F_2d = numerical_fraction(HW, T, lambda E: 1.0)
assert abs(F_2d - np.exp(-x)) < 1e-8

# Sensitivities against finite differences of the numerical integral
slope_T = 2 / np.sqrt(np.pi) * x**1.5 * np.exp(-x) / T
slope_hw = -A / kT
diff_T = (numerical_fraction(HW, T + 0.5, np.sqrt)
          - numerical_fraction(HW, T - 0.5, np.sqrt))
diff_hw = (numerical_fraction(HW + 0.05, T, np.sqrt)
           - numerical_fraction(HW - 0.05, T, np.sqrt)) / 0.1
assert abs(diff_T / slope_T - 1) < 1e-4
assert abs(diff_hw / slope_hw - 1) < 1e-4

# Equilibrium balance of emission and absorption, constant coupling
N_phonon = 1 / np.expm1(x)
norm = 2 / np.sqrt(np.pi)
# emission: energy = x + v^2; absorption: energy = v^2
mean_emit = norm * integrate(
    lambda v: 2 * v * v * np.sqrt(x + v*v) * np.exp(-x - v*v), 0, 10)
mean_absorb = norm * integrate(
    lambda v: 2 * v * v * np.sqrt(x + v*v) * np.exp(-v*v), 0, 10)
emission = (N_phonon + 1) * mean_emit
absorption = N_phonon * mean_absorb
assert abs(emission / absorption - 1) < 1e-8

# Nonparabolic band: full integral against the first-order shift


def nonparabolic_dos(E):
    return np.sqrt(E * (1 + ALPHA * E)) * (1 + 2 * ALPHA * E)


F_nonpar = numerical_fraction(HW, T, nonparabolic_dos)
shift_nonpar = 2.5 * ALPHA * kT * slope_T * T
# neglected second-order terms are a few percent of the shift
assert abs((F_nonpar - F) / shift_nonpar - 1) < 0.05

# Degeneracy: Fermi-Dirac statistics at fixed electron density


def fermi_count(eta, start):
    return norm * integrate(
        lambda u: 2 * u * u * expit(eta - u * u), start, 10.0)


def fermi_fraction(density):
    eta = brentq(lambda z: np.log(fermi_count(z, 0.0) * Nc / density),
                 -20.0, 10.0, xtol=1e-12)
    return fermi_count(eta, np.sqrt(x)) / fermi_count(eta, 0.0), eta


densities = (1e15, 1e17, 1e18, 1e19)
fermi = {n: fermi_fraction(n) for n in densities}
shift_fermi = 1e18 / Nc * 2**-1.5 * (formula(x) - formula(2 * x))
assert abs(fermi[1e15][0] - F) < 1e-5
# the next order in density is below one percent of the shift here
assert abs((fermi[1e18][0] - F) / shift_fermi - 1) < 0.02

# Rough sizes of field heating and collision broadening
mobility_si = MOBILITY * 1e-4
field_si = FIELD * 1e5
heating = (2 / 3 * const.e * mobility_si * field_si**2
           * TAU_ENERGY / const.k)
F_heated = formula(HW / (KB * (T + heating)))
tau = mobility_si * M_COND * const.m_e / const.e
half_width = const.hbar / (2 * tau) / const.e * 1e3
F_low_threshold = formula((HW - half_width) / kT)
F_high_threshold = formula((HW + half_width) / kT)

print(f"Temperature: {T:.0f} K")
print(f"Phonon energy: {HW:.0f} meV")
print(f"Thermal energy kB*T: {kT:.3f} meV")
print(f"Mean kinetic energy: {mean_energy:.2f} meV")
print(f"Reduced threshold x: {x:.4f}")
print(f"Square root of x: {np.sqrt(x):.4f}")
print(f"exp(-x): {np.exp(-x):.5f}")
print(f"Term erfc(sqrt(x)): {erfc(np.sqrt(x)):.5f}")
print(f"Term A = 2 sqrt(x/pi) exp(-x): {A:.5f}")
print(f"Fraction F, closed form: {F:.5f} = {100*F:.2f} percent")
print(f"Fraction F, k-space integral: {F_k_space:.5f}")
print(f"Hand bracket, lower: {lower:.4f}")
print(f"Hand bracket, upper: {upper:.4f}")
print(f"Fraction for one 2D subband: {F_2d:.4f}")
print(f"Ratio of 3D to 2D fraction: {F/F_2d:.3f}")
print(f"Slope dF/dT: {slope_T:.6f} per K")
print(f"Slope dF/d(hw): {slope_hw:.6f} per meV")
for temperature in (77, 250, 350, 400):
    value = numerical_fraction(HW, temperature, np.sqrt)
    print(f"F at {temperature} K: {value:.3g}")
print(f"F at 300 K for 59 meV: {formula(59/kT):.4f}")
print(f"Phonon occupation N: {N_phonon:.4f}")
print(f"Mean emission factor without N+1: {mean_emit:.4f}")
print(f"Mean absorption factor without N: {mean_absorb:.4f}")
print(f"Mean emission factor with N+1: {emission:.4f}")
print(f"Mean absorption factor with N: {absorption:.4f}")
print(f"Masses, long. and transv.: {M_LONG}, {M_TRANS} m0")
print(f"Density-of-states mass per valley: {m_dos:.4f} m0")
print(f"Effective density Nc, {VALLEYS} valleys: {Nc:.3e} cm^-3")
print(f"Nonparabolicity alpha: {ALPHA*1e3:.2f} per eV")
print(f"F with nonparabolic band: {F_nonpar:.4f}")
print(f"Nonparabolic shift, full: {F_nonpar-F:.5f}")
print(f"Nonparabolic shift, first order: {shift_nonpar:.5f}")
for n in densities:
    value, eta = fermi[n]
    print(f"n={n:.0e} cm^-3: F={value:.5f}, (EF-Ec)/kT={eta:.2f}")
print(f"Degeneracy shift at 1e18, full: {fermi[1e18][0]-F:.5f}")
print(f"Degeneracy shift at 1e18, first order: {shift_fermi:.5f}")
print(f"Mobility: {MOBILITY:.0f} cm2/Vs; field: {FIELD:.1f} kV/cm")
print(f"Energy relaxation time: {TAU_ENERGY*1e12:.1f} ps")
print(f"Electron heating Te-T: {heating:.2f} K")
print(f"F with heated electrons: {F_heated:.4f}")
print(f"Conductivity mass: {M_COND:.2f} m0")
print(f"Momentum relaxation time: {tau*1e12:.3f} ps")
print(f"Collision half width: {half_width:.2f} meV")
print(f"F, threshold lowered by half width: {F_low_threshold:.4f}")
print(f"F, threshold raised by half width: {F_high_threshold:.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Temperature: 300 K
Phonon energy: 62 meV
Thermal energy kB*T: 25.852 meV
Mean kinetic energy: 38.78 meV
Reduced threshold x: 2.3983
Square root of x: 1.5486
exp(-x): 0.09088
Term erfc(sqrt(x)): 0.02852
Term A = 2 sqrt(x/pi) exp(-x): 0.15880
Fraction F, closed form: 0.18732 = 18.73 percent
Fraction F, k-space integral: 0.18732
Hand bracket, lower: 0.1850
Hand bracket, upper: 0.1919
Fraction for one 2D subband: 0.0909
Ratio of 3D to 2D fraction: 2.061
Slope dF/dT: 0.001269 per K
Slope dF/d(hw): -0.006143 per meV
F at 77 K: 0.000317
F at 250 K: 0.124
F at 350 K: 0.25
F at 400 K: 0.308
F at 300 K for 59 meV: 0.2066
Phonon occupation N: 0.1000
Mean emission factor without N+1: 0.1775
Mean absorption factor without N: 1.9533
Mean emission factor with N+1: 0.1953
Mean absorption factor with N: 0.1953
Masses, long. and transv.: 0.92, 0.19 m0
Density-of-states mass per valley: 0.3214 m0
Effective density Nc, 6 valleys: 2.744e+19 cm^-3
Nonparabolicity alpha: 0.50 per eV
F with nonparabolic band: 0.1993
Nonparabolic shift, full: 0.01199
Nonparabolic shift, first order: 0.01231
n=1e+15 cm^-3: F=0.18732, (EF-Ec)/kT=-10.22
n=1e+17 cm^-3: F=0.18753, (EF-Ec)/kT=-5.61
n=1e+18 cm^-3: F=0.18945, (EF-Ec)/kT=-3.30
n=1e+19 cm^-3: F=0.20930, (EF-Ec)/kT=-0.88
Degeneracy shift at 1e18, full: 0.00213
Degeneracy shift at 1e18, first order: 0.00213
Mobility: 1400 cm2/Vs; field: 1.0 kV/cm
Energy relaxation time: 0.3 ps
Electron heating Te-T: 3.25 K
F with heated electrons: 0.1914
Conductivity mass: 0.26 m0
Momentum relaxation time: 0.207 ps
Collision half width: 1.59 meV
F, threshold lowered by half width: 0.1973
F, threshold raised by half width: 0.1778
ALL CHECKS PASSED
```
